# The interchange theorem and the polarizability of two-electron ions, part 1

(Sections cited here and not found follow in the second part.)

Suppose the static dipole polarizability $\alpha$ of a helium-like ion is needed, for instance as the core polarizability that shifts the Rydberg levels of an outer electron. Without electron repulsion the answer is $9/Z^4$. To include the repulsion to first order one has to decide what to compute. The direct road first corrects the ground state for $1/r_{12}$ and then polarizes the corrected state. That correction solves a two-electron equation in $r_1$, $r_2$ and $r_{12}$ jointly, and in this text it is obtained only numerically, in a basis. The other road first polarizes two independent electrons, which is a one-electron problem with a polynomial solution, and then averages $1/r_{12}$ over the polarized state. The interchange theorem says that the two roads give the same number. The number also settles two further choices: which screening constant to put into $9/(Z-\sigma)^4$, and whether an uncoupled mean-field response is enough at this order. Hartree atomic units are used throughout.

## Two perturbations

Let
$$H=H_0+\lambda V+fW ,\qquad \lambda,\ f\ \text{real}.$$

**Assumptions.** (i) $H_0$ is self-adjoint, and $E_{00}$ is an isolated, nondegenerate eigenvalue with normalized eigenvector $\psi_{00}$. (ii) $V$ and $W$ are Hermitian on a space of functions that contains every $\psi_{mn}$ below, so that $H_0$, $V$ and $W$ may be moved from one side of a scalar product to the other. (iii) $E=\sum E_{mn}\lambda^mf^n$ and $\psi=\sum\psi_{mn}\lambda^mf^n$ satisfy $(H-E)\psi=0$ power by power. Convergence of the series is not assumed. (iv) Intermediate normalization holds: $\langle 00|mn\rangle=0$ for $(m,n)\neq(0,0)$, where $|mn\rangle$ stands for $\psi_{mn}$.

With $A=H_0-E_{00}$, the coefficients of $\lambda$, $f$, $f^2$, $\lambda f$ and $\lambda f^2$ in $(H-E)\psi=0$ are
$$A\psi_{10}+(V-E_{10})\psi_{00}=0, \tag{1}$$
$$A\psi_{01}+(W-E_{01})\psi_{00}=0, \tag{2}$$
$$A\psi_{02}+(W-E_{01})\psi_{01}-E_{02}\psi_{00}=0, \tag{3}$$
$$A\psi_{11}+(V-E_{10})\psi_{01}+(W-E_{01})\psi_{10}-E_{11}\psi_{00}=0, \tag{4}$$
$$A\psi_{12}+(V-E_{10})\psi_{02}+(W-E_{01})\psi_{11}-E_{11}\psi_{01}-E_{02}\psi_{10}-E_{12}\psi_{00}=0. \tag{5}$$
Each has the form $A\psi_{mn}=\text{source}$. Since $\langle00|A=0$, the source must be orthogonal to $\psi_{00}$, and this fixes $E_{mn}$. By (i), $A$ has a bounded inverse on the complement of $\psi_{00}$, and with (iv) this fixes $\psi_{mn}$. All coefficients are therefore unique. The choice (iv) does not affect the energies, because multiplying $\psi$ by a scalar series $c(\lambda,f)$ with $c(0,0)\neq0$ leaves $(H-E)\psi=0$ true with the same $E$.

**Theorem 1 (Dalgarno-Stewart interchange).** Under (i) to (iv):

(a) $E_{11}=2\,\mathrm{Re}\langle00|W|10\rangle=2\,\mathrm{Re}\langle00|V|01\rangle$.

(b) $\langle10|W-E_{01}|01\rangle=\langle00|V|02\rangle$.

(c) $E_{12}=\langle01|V-E_{10}|01\rangle+2\,\mathrm{Re}\langle00|V|02\rangle$.

(d) With $\Phi(f)=\sum_n\psi_{0n}f^n$, every $E_{1n}$ is the coefficient of $f^n$ in $\langle\Phi|V|\Phi\rangle/\langle\Phi|\Phi\rangle$.

**Lemma 1.** For any admissible $\chi$ with $\langle00|\chi\rangle=0$,
$$\langle00|V|\chi\rangle=-\langle10|A|\chi\rangle,\qquad \langle00|W|\chi\rangle=-\langle01|A|\chi\rangle .$$

*Proof.* Projecting (1) on $\psi_{00}$ gives $E_{10}=\langle00|V|00\rangle$, which is real. Because $\chi\perp\psi_{00}$, $\langle00|V|\chi\rangle=\langle00|V-E_{10}|\chi\rangle$. By hermiticity this equals $\langle(V-E_{10})\psi_{00}|\chi\rangle$, by (1) it equals $-\langle A\psi_{10}|\chi\rangle$, and $A$ is moved back to the right. The second relation follows in the same way from (2), with $E_{01}=\langle00|W|00\rangle$. $\square$

*Proof of (a).* Projecting (4) on $\psi_{00}$ and using (iv) gives $E_{11}=\langle00|V|01\rangle+\langle00|W|10\rangle$. By Lemma 1 the first term is $-\langle10|A|01\rangle$ and the second is $-\langle01|A|10\rangle$. These are complex conjugates, so the sum is twice the real part of either term. $\square$

*Proof of (b).* Lemma 1 with $\chi=\psi_{02}$ gives $\langle00|V|02\rangle=-\langle10|A|02\rangle$. Equation (3) gives $-A\psi_{02}=(W-E_{01})\psi_{01}-E_{02}\psi_{00}$, and the last term drops out against $\langle10|$ by (iv). $\square$

*Proof of (c).* Projecting (5) on $\psi_{00}$ removes every term that is a constant times $\langle00|mn\rangle$ and leaves
$$E_{12}=\langle00|V|02\rangle+\langle00|W|11\rangle. \tag{6}$$
Lemma 1 with $\chi=\psi_{11}$ and then (4) give
$$\langle00|W|11\rangle=-\langle01|A|11\rangle=\langle01|V-E_{10}|01\rangle+\langle01|W-E_{01}|10\rangle ,$$
where $E_{11}\langle01|00\rangle=0$ was dropped. The last term is the complex conjugate of the left side of (b), hence equals $\langle00|V|02\rangle^*$. Adding it to the first term of (6) gives $2\,\mathrm{Re}\langle00|V|02\rangle$. $\square$

*Proof of (d).* Collect the powers of $f$ at fixed power of $\lambda$: $\varepsilon(f)=\sum E_{0n}f^n$, $\eta(f)=\sum E_{1n}f^n$, $X(f)=\sum\psi_{1n}f^n$. Orders $\lambda^0$ and $\lambda^1$ read
$$(H_0+fW-\varepsilon)\Phi=0,\qquad (H_0+fW-\varepsilon)X+(V-\eta)\Phi=0 ,$$
as identities between power series in $f$. Projecting the first on $\Phi$ gives $\varepsilon=\langle\Phi|H_0+fW|\Phi\rangle/\langle\Phi|\Phi\rangle$. The division is allowed because $\langle\Phi|\Phi\rangle$ starts with $1$, and it shows that $\varepsilon$ has real coefficients. Projecting the second on $\Phi$, the term with $X$ becomes $\langle(H_0+fW-\varepsilon)\Phi|X\rangle=0$, and $\eta\langle\Phi|\Phi\rangle=\langle\Phi|V|\Phi\rangle$ remains. $\square$

**Remark 1.** Part (d) reproduces (a) and (c). By (iv), $\langle\Phi|\Phi\rangle=1+f^2\langle01|01\rangle+O(f^3)$. The $f^1$ coefficient of $\eta\langle\Phi|\Phi\rangle=\langle\Phi|V|\Phi\rangle$ is $E_{11}=2\,\mathrm{Re}\langle00|V|01\rangle$. The $f^2$ coefficient is $E_{12}+E_{10}\langle01|01\rangle=\langle01|V|01\rangle+2\,\mathrm{Re}\langle00|V|02\rangle$. The term $-E_{10}$ in (c) is thus the renormalization of the polarized state.

**Remark 2.** The right sides of (c) and (d) contain only functions $\psi_{0n}$. The theorem removes the response to $V$ only at first order in $V$. Already $E_{20}=\langle00|V|10\rangle$, which follows by projecting the $\lambda^2$ equation on $\psi_{00}$, needs $\psi_{10}$.

**Remark 3.** The proofs rely on hermiticity to move operators across scalar products, and the existence of the double series relies on nondegeneracy. If $E_{00}$ is degenerate and $V$ splits the level by an amount proportional to $\lambda$, while $W$ connects the split states, then the $f^2$ energy contains a denominator of order $\lambda$. It behaves as $f^2/\lambda$, and assumption (iii) fails.

The numerical check tests (a), (b), (c), (6) and (d), the last at a finite value of $f$, on random complex Hermitian $5\times5$ matrices. Differences of the exact eigenvalue, taken in 60-digit arithmetic, give $E_{11}=0.7682511286$ and $E_{12}=-0.0825033264$, and the interchange formulas give the same digits.

## The helium sequence

The model is nonrelativistic, with a point nucleus of charge $Z$ and infinite mass. A uniform field $F$ along $z$ gives each electron (charge $-1$) the energy $+Fz$:
$$H_{\rm phys}=\sum_{i=1}^2\Big(-\tfrac12\nabla_i^2-\frac{Z}{r_i}+Fz_i\Big)+\frac1{r_{12}} .$$
The substitution $\mathbf r\to\mathbf r/Z$ multiplies the kinetic and nuclear terms by $Z^2$, the repulsion by $Z$ and the field term by $1/Z$. Hence $H_{\rm phys}=Z^2H$ with
$$H_0=h_1+h_2,\quad h=-\tfrac12\nabla^2-\frac1r,\quad V=\frac1{r_{12}},\quad W=z_1+z_2,\quad \lambda=\frac1Z,\quad f=\frac{F}{Z^3}.$$
The ground state is a spin singlet with spatial function $\psi_{00}=\varphi_0(1)\varphi_0(2)$, $\varphi_0=e^{-r}/\sqrt\pi$, and $E_{00}=-1$. The next eigenvalue of $H_0$ is $-\tfrac12-\tfrac18$, so assumption (i) holds. Inversion of all coordinates commutes with $H_0$ and $V$ and reverses $W$, so all $E_{mn}$ with odd $n$ vanish. The polarizability is defined by the $F^2$ term, $E_{\rm phys}=E_{\rm phys}(0)-\tfrac12\alpha F^2+\dots$ That term is $Z^2\sum_mE_{m2}Z^{-m}F^2/Z^6$, which gives
$$Z^4\alpha=a_0+\frac{a_1}{Z}+\frac{a_2}{Z^2}+\dots,\qquad a_m=-2E_{m2}. \tag{7}$$

A uniform field makes the potential unbounded below, and the level becomes a resonance for every $f\neq0$. The series in $f$ is therefore formal. The precise definition uses only the field-free operator $H(\lambda)=H_0+\lambda V$, its normalized ground state $\psi(\lambda)$ with energy $E(\lambda)$, and the reduced resolvent $G=Q(H(\lambda)-E(\lambda))^{-1}Q$ with $Q=1-|\psi\rangle\langle\psi|$:
$$Z^4\alpha=2\langle\psi|W\,G\,W|\psi\rangle. \tag{8}$$

**Theorem 2.** For the $1s^2\,{}^1S$ state in this model, as $Z\to\infty$,
$$\alpha=\frac{9}{Z^4}+\frac{207}{16\,Z^5}+O(Z^{-6}).$$

**Corollary.** $\alpha=9/(Z-\sigma)^4+O(Z^{-6})$ holds if and only if $\sigma=23/64$. The equivalence extends through $Z^{-5}$ and no further.

**Lemma 2.** The right side of (8) is analytic in $\lambda$ near $0$, and its Taylor coefficients are the $-2E_{m2}$ defined by the order equations.

*Proof.* Let $K$ be the kinetic energy of both electrons. Hardy's inequality $\|g/|\mathbf x|\,\|\le2\|\nabla g\|$ in three dimensions, applied in $\mathbf r_1$ at fixed $\mathbf r_2$, bounds $\|Vg\|$ by $2\|\nabla g\|$. Further $\|\nabla g\|^2=2\langle g|K|g\rangle\le2\|g\|\,\|Kg\|$, so $\|\nabla g\|\le\epsilon\|Kg\|+\|g\|/(2\epsilon)$ for every $\epsilon>0$. The same bound holds for $1/r_i$, so $\|Kg\|$ is controlled by $\|H_0g\|$ and $\|g\|$. Therefore $V(H_0-\zeta)^{-1}$ is bounded uniformly on a small circle $C$ around $E_{00}$, and for small $|\lambda|$ the geometric series $(H(\lambda)-\zeta)^{-1}=(H_0-\zeta)^{-1}\sum_k[-\lambda V(H_0-\zeta)^{-1}]^k$ converges there. The projector $P=-\frac1{2\pi i}\oint_C(H(\lambda)-\zeta)^{-1}d\zeta$, the eigenvalue $E(\lambda)$ and $G=\frac1{2\pi i}\oint_C(H(\lambda)-\zeta)^{-1}(\zeta-E)^{-1}d\zeta$ are then analytic. In the last formula a spectral value $E'$ outside $C$ receives the residue $1/(E'-E)$, and $E$ itself gives a double pole without residue.

The operator $W$ is unbounded and needs a decay estimate. Let $\rho=(1+r_1^2+r_2^2)^{1/2}$, whose gradient and Laplacian in six dimensions are bounded. Direct differentiation gives
$$H_\kappa=e^{\kappa\rho}H e^{-\kappa\rho}=H+\kappa\nabla\rho\cdot\nabla+\tfrac12\kappa\nabla^2\rho-\tfrac12\kappa^2|\nabla\rho|^2 .$$
The added terms obey the same kind of bound as $V$, so $P_\kappa$ and $G_\kappa$, built from $H_\kappa$ on the same circle, are bounded and analytic in $\lambda$ and $\kappa$ for both small. For imaginary $\kappa$ the factor $e^{\kappa\rho}$ is unitary, so $P_\kappa e^{\kappa\rho}\chi=e^{\kappa\rho}P\chi$. For $\chi$ and a test function both of compact support, the two sides paired with the test function are analytic in $\kappa$, and they agree for small real $\kappa$ as well. Thus $WP\chi=(We^{-\kappa\rho})P_\kappa e^{\kappa\rho}\chi$ with a bounded first factor, and $W\psi$ is square integrable, exponentially decaying and analytic in $\lambda$. The same argument shows that $G$ preserves exponential decay. So $\psi^{(1)}=-GW\psi$, $E^{(2)}=\langle\psi|W|\psi^{(1)}\rangle$ and $\psi^{(2)}=-GW\psi^{(1)}$ exist and are analytic, and $\psi+f\psi^{(1)}+f^2\psi^{(2)}$ solves the eigenvalue equation through $f^2$ with energy $E+f^2E^{(2)}$. Expanding in $\lambda$ and dividing by the overlap with $\psi_{00}$ produces solutions of the order equations, which are unique. Since (8) equals $-2E^{(2)}$, the claim follows. $\square$

Lemma 2 supplies the remainder $O(Z^{-6})$. It makes no statement on how far in $\lambda$ the series converges.

**Lemma 3 (Dalgarno-Lewis solution).** For one electron in $h+fz$, write $\varphi(f)=\varphi_0(1+fg_1+f^2g_2+\dots)$ with $\langle g_n\rangle=0$, where $\langle\cdot\rangle$ is the average over $\varphi_0^2$, and $e(f)=-\tfrac12+e_2f^2+\dots$ With $\mu=\cos\theta$ and Legendre polynomials $P_l(\mu)$,
$$g_1=-s(r)P_1,\quad s=r+\tfrac12r^2,\qquad g_2=a(r)+b(r)P_2,\qquad e_2=-\tfrac94,$$
$$a=-\tfrac{81}{16}+\tfrac34r^2+\tfrac14r^3+\tfrac1{24}r^4,\qquad b=\tfrac58r^2+\tfrac5{12}r^3+\tfrac1{12}r^4 .$$

*Proof.* Since $\nabla\varphi_0=-\hat{\mathbf r}\varphi_0$, the product rule gives $\nabla^2(g\varphi_0)=\varphi_0\nabla^2g-2\varphi_0\partial_rg+g\nabla^2\varphi_0$. The last term cancels against $(h+\tfrac12)\varphi_0=0$, so
$$(h+\tfrac12)(g\varphi_0)=\varphi_0Lg,\qquad L=-\tfrac12\nabla^2+\partial_r .$$
From $\nabla^2(r^kP_l)=[k(k+1)-l(l+1)]r^{k-2}P_l$,
$$L(r^kP_l)=\Big\{kr^{k-1}-\tfrac12[k(k+1)-l(l+1)]r^{k-2}\Big\}P_l. \tag{9}$$
The one-electron versions of (2) and (3) are $Lg_1=-rP_1$ and $Lg_2=-zg_1+e_2$. For $g_1=(c_1r+c_2r^2)P_1$, (9) gives $L(rP_1)=P_1$ and $L(r^2P_1)=(2r-2)P_1$. Matching $r^1$ gives $2c_2=-1$ and matching $r^0$ gives $c_1-2c_2=0$, so $c_2=-\tfrac12$ and $c_1=-1$.

The source of $g_2$ is $-zg_1=(r^2+\tfrac12r^3)\mu^2$ with $\mu^2=\tfrac13+\tfrac23P_2$. For $l=0$ and $a=\sum_{k=0}^4a_kr^k$, the coefficient of $r^j$ in $La$ is $(j+1)a_{j+1}-\tfrac12(j+2)(j+3)a_{j+2}$. The equations are
$$r^3:\ 4a_4=\tfrac16,\qquad r^2:\ 3a_3-10a_4=\tfrac13,\qquad r^1:\ 2a_2-6a_3=0,$$
$$r^0:\ a_1-3a_2=e_2,\qquad r^{-1}:\ -a_1=0 .$$
They give $a_4=\tfrac1{24}$, $a_3=\tfrac13(\tfrac13+\tfrac5{12})=\tfrac14$, $a_2=\tfrac34$, $a_1=0$ and $e_2=-\tfrac94$. The moments $\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=4(k+2)!/2^{k+3}$ are $1,\tfrac32,3,\tfrac{15}2,\tfrac{45}2$ for $k=-1,1,2,3,4$. The condition $\langle a\rangle=0$ gives $a_0=-(\tfrac94+\tfrac{15}8+\tfrac{15}{16})=-\tfrac{81}{16}$; the polynomial coefficients $a_k$ are local to this proof and are unrelated to the expansion coefficients $a_m$ of (7). For $l=2$ the coefficient of $r^j$ is $(j+1)b_{j+1}-\tfrac12[(j+2)(j+3)-6]b_{j+2}$, and the source is $\tfrac23r^2+\tfrac13r^3$. Then $4b_4=\tfrac13$, $3b_3-7b_4=\tfrac23$, $2b_2-3b_3=0$ and $b_1=0$, which gives the stated $b$. These functions times $\varphi_0$ are square integrable with square-integrable second derivatives and are orthogonal to $\varphi_0$, so they are the unique solutions. As a check, projection of the second-order equation gives $e_2=\langle zg_1\rangle=-\tfrac13\langle r^2+\tfrac12r^3\rangle=-\tfrac13(3+\tfrac{15}4)=-\tfrac94$. $\square$

**Lemma 4.** Let $(p|q)=\iint p(\mathbf r_1)q(\mathbf r_2)r_{12}^{-1}d^3r_1d^3r_2$ and let $n(f)=\varphi^2/\langle\varphi|\varphi\rangle=n_0+fn_1+f^2n_2+\dots$ Then $E_{02}=2e_2$ and
$$E_{12}=2(n_0|n_2)+(n_1|n_1), \tag{10}$$
with $n_0=\varphi_0^2$, $n_1=2g_1\varphi_0^2$, and only the spherical part of $n_2$ contributing, which is $\varphi_0^2\,p(r)$ with
$$p=-\tfrac{31}2+\tfrac{11}6r^2+\tfrac56r^3+\tfrac16r^4 .$$

*Proof.* At $\lambda=0$ the Hamiltonian is a sum of one-electron operators, so $\Phi(f)=\varphi(1)\varphi(2)$ solves it with energy $2e(f)$, and $\langle00|\Phi\rangle=1$. Theorem 1(d) gives $\sum_nE_{1n}f^n=(n(f)|n(f))$, whose $f^2$ coefficient is (10) because $(p|q)$ is symmetric. Next, $\varphi^2=\varphi_0^2[1+2fg_1+f^2(g_1^2+2g_2)]$ and $\langle\varphi|\varphi\rangle=1+f^2\langle g_1^2\rangle$ through $f^2$, so $n_2=\varphi_0^2(2g_2+g_1^2-\langle g_1^2\rangle)$. The potential of $n_0$ is spherical, so only the angular average of $n_2$ matters. That average removes $bP_2$ and turns $g_1^2$ into $\tfrac13s^2=\tfrac13(r^2+r^3+\tfrac14r^4)$. Its mean is $\langle g_1^2\rangle=\tfrac13(3+\tfrac{15}2+\tfrac{45}8)=\tfrac{43}8$. The coefficients of $p=2a+\tfrac13s^2-\tfrac{43}8$ are $-\tfrac{81}8-\tfrac{43}8=-\tfrac{31}2$, then $\tfrac32+\tfrac13=\tfrac{11}6$, $\tfrac12+\tfrac13=\tfrac56$ and $\tfrac1{12}+\tfrac1{12}=\tfrac16$. $\square$

The interchange theorem and the explicit one-electron solution have reduced the first-order effect of the repulsion on the polarizability to the two Coulomb integrals in (10). It remains to evaluate them, which completes the proof of Theorem 2 and fixes the screening constant, and to compare the result with numerical values for actual ions.
